\section*{Lowering of a Floating Surface's Mean Potential by a Sinusoidal Sheath Voltage}

Let $\phi(t)$ be the potential of a planar surface minus that of the plasma at the sheath edge, the boundary where quasineutral plasma gives way to the positive space charge of the sheath. A surface that repels electrons has $\phi<0$. The sheath voltage is taken to be sinusoidal about its mean,
\begin{equation}
\phi(t)=\bar\phi+V\sin\omega t ,\qquad V\ge 0 .
\label{wave}
\end{equation}
The electron temperature $T_e$ is in volts, so that the thermal energy is $eT_e$, with $e>0$ the elementary charge. The electron and ion masses are $m$ and $M$, the density at the sheath edge is $n_s$, and angle brackets denote an average over one period. The surface floats: it is an insulator, or a conductor behind a blocking capacitor, and no dc current can leave it. With the abbreviation $x=V/T_e$, the mean potential lies below its value without rf by
\begin{equation}
\Delta\equiv\bar\phi(0)-\bar\phi(V)=T_e\ln I_0(x),
\label{result}
\end{equation}
where $I_0$ is the modified Bessel function defined by the series
\begin{equation}
I_0(x)=\sum_{k=0}^{\infty}\frac{(x/2)^{2k}}{(k!)^2}.
\label{series}
\end{equation}
The comparison holds $T_e$, $n_s$ and the mean ion flux fixed, and it requires the surface to repel electrons throughout the cycle. The lowering is relative to the plasma. It does not fix the potential relative to ground, because the plasma potential may itself move when rf is applied.

The electron flux comes first. Electrons moving towards the surface at the sheath edge have the Maxwellian distribution of normal velocity
\begin{equation}
f(v)=n_s\sqrt{\frac{m}{2\pi eT_e}}\;\exp\!\left(-\frac{mv^2}{2eT_e}\right),\qquad v>0 .
\end{equation}
If an electron crosses the sheath in a small part of a period, it meets a nearly constant barrier. It reaches the surface when $mv^2/2>-e\phi$. With $w=mv^2/(2eT_e)$ we have $v\,dv=(eT_e/m)\,dw$, and the flux is
\begin{equation}
\Gamma_e=\int v f\,dv
=n_s\sqrt{\frac{eT_e}{2\pi m}}\int_{-\phi/T_e}^{\infty}e^{-w}\,dw
=\Gamma_{\rm sat}\,e^{\phi/T_e},
\qquad \phi\le 0 ,
\label{flux}
\end{equation}
with $\Gamma_{\rm sat}=n_s\sqrt{eT_e/(2\pi m)}$, the flux that arrives when there is no barrier.

The charge per unit area $\sigma$ on the isolated surface changes through arriving particles, $d\sigma/dt=e(\Gamma_i-\Gamma_e)$. Displacement current crosses the sheath but brings no charge to the surface. Once the motion is periodic, $\sigma$ returns to its value after each cycle, so that
\begin{equation}
\langle\Gamma_e\rangle=\langle\Gamma_i\rangle .
\label{balance}
\end{equation}
The two fluxes need not be equal at each instant. The ion flux enters through its mean alone, so a modulation that leaves this mean unchanged has no effect on the balance. From here on $\Gamma_i$ denotes the mean.

Inserting (\ref{wave}) and (\ref{flux}) into (\ref{balance}), and taking the constant factor out of the average, gives
\begin{equation}
\Gamma_{\rm sat}\,e^{\bar\phi/T_e}\,\langle e^{x\sin\theta}\rangle=\Gamma_i ,
\qquad \theta=\omega t .
\label{mean}
\end{equation}
The left side rises steadily with $\bar\phi$, so there is one solution. To find the average, expand the exponential. The series converges uniformly over the cycle and may be averaged term by term. Odd powers of the sine average to zero, because $\sin(\theta+\pi)=-\sin\theta$. For the even powers let $S_k=\langle\sin^{2k}\theta\rangle$. Writing $\sin^{2k}\theta=\sin^{2k-1}\theta\,\sin\theta$ and integrating by parts, with a boundary term that vanishes over a full period, we obtain
\begin{equation}
S_k=(2k-1)\langle\sin^{2k-2}\theta\,\cos^2\theta\rangle
=(2k-1)(S_{k-1}-S_k).
\end{equation}
Hence $S_k=\frac{2k-1}{2k}S_{k-1}$. Starting from $S_0=1$,
\begin{equation}
S_k=\prod_{j=1}^{k}\frac{2j-1}{2j}
=\frac{(2k)!}{\left[\prod_{j=1}^k 2j\right]^2}
=\frac{(2k)!}{4^k(k!)^2}.
\end{equation}
The second form follows on multiplying numerator and denominator by the product of the even numbers. The factor $(2k)!$ cancels that of the exponential series:
\begin{equation}
\langle e^{x\sin\theta}\rangle
=\sum_{k=0}^{\infty}\frac{x^{2k}}{(2k)!}\,\frac{(2k)!}{4^k(k!)^2}
=I_0(x).
\label{average}
\end{equation}
The logarithm of (\ref{mean}) is then
\begin{equation}
\bar\phi=-T_e\Lambda-T_e\ln I_0(x),\qquad
\Lambda=\ln\frac{\Gamma_{\rm sat}}{\Gamma_i}.
\label{potential}
\end{equation}
Without rf, $I_0(0)=1$ and $\bar\phi(0)=-T_e\Lambda$. Subtraction removes $\Lambda$ and leaves (\ref{result}). Every term of (\ref{series}) after the first is positive for $x>0$, so the potential does fall.

The cause is the curvature of the exponential in (\ref{flux}). A positive swing of the sheath voltage admits more extra electrons than an equal negative swing turns away. At the old mean potential the surface would collect too many electrons, and it charges negatively until the balance is restored. The same argument holds for any zero-mean waveform $w(t)$ in place of $V\sin\omega t$, as long as the surface stays repelling:
\begin{equation}
\Delta_w=T_e\ln\langle e^{w/T_e}\rangle\ge 0 .
\label{general}
\end{equation}
The inequality follows from $e^y\ge 1+y$ and $\langle w\rangle=0$.

For small amplitudes, $I_0=1+x^2/4+x^4/64+\cdots$. Since $\ln(1+y)=y-y^2/2+\cdots$, the fourth-order terms combine to $x^4/64-x^4/32=-x^4/64$, and
\begin{equation}
\Delta\simeq\frac{V^2}{4T_e}\left(1-\frac{V^2}{16T_e^2}\right).
\label{small}
\end{equation}
The leading term is the mean square voltage, $V^2/2$, divided by $2T_e$.

For large amplitudes the electrons arrive near the crest. Measure the phase $\alpha$ from there, so that the exponent is $x\cos\alpha\simeq x-x\alpha^2/2+x\alpha^4/24$. The quadratic term gives a Gaussian of variance $1/x$, for which $\langle\alpha^4\rangle=3/x^2$. To first order in the quartic term,
\begin{equation}
I_0(x)\simeq\frac{e^x}{2\pi}\sqrt{\frac{2\pi}{x}}
\left(1+\frac{x}{24}\,\frac{3}{x^2}\right)
=\frac{e^x}{\sqrt{2\pi x}}\left(1+\frac{1}{8x}\right),
\end{equation}
and therefore
\begin{equation}
\Delta\simeq V-\frac{T_e}{2}\ln\frac{2\pi V}{T_e}+\frac{T_e^2}{8V}.
\label{large}
\end{equation}
The mean falls by nearly the whole amplitude. The logarithm remains because the burst of electrons shortens as $V$ grows: to deliver the same charge per cycle in less time, the crest must come closer to the plasma potential.

This approach of the crest sets the range of the result. Equation (\ref{flux}) requires $\bar\phi+V\le0$, or
\begin{equation}
x-\ln I_0(x)\le\Lambda .
\label{range}
\end{equation}
The derivative of the left side is $1-\langle\sin\theta\,e^{x\sin\theta}\rangle/\langle e^{x\sin\theta}\rangle$. It is positive, since it subtracts from 1 a weighted mean of the sine. The condition is thus an upper limit on $x$. Beyond it the surface attracts electrons at the crest, but a planar surface can collect no more than $\Gamma_{\rm sat}$. The exponential law then overstates the collected flux, and (\ref{result}) overstates the lowering.

A number for $\Lambda$ requires the ion flux. Let ions enter the sheath with speed $u$, and let the potential drop by a small amount $\eta$ beyond the edge. Continuity and energy conservation give the ion density $n_s(1+2e\eta/Mu^2)^{-1/2}\simeq n_s(1-e\eta/Mu^2)$, while the electron density is $n_s(1-\eta/T_e)$. Positive space charge requires $u^2\ge eT_e/M$, the Bohm criterion. Taking the marginal speed, $\Gamma_i=n_s\sqrt{eT_e/M}$, we find
\begin{equation}
\Lambda=\frac12\ln\frac{M}{2\pi m}.
\label{lambda}
\end{equation}
With the leading large-$x$ form, condition (\ref{range}) becomes $\frac12\ln(2\pi x)\le\frac12\ln(M/2\pi m)$, or $x\le M/(4\pi^2m)$.

Consider a wafer covered by $1\,\mu$m of oxide of relative permittivity 3.9, facing an argon plasma with $T_e=3$ V and $n_s=6\times10^9$ cm$^{-3}$. The frequency is 13.56 MHz, the period 73.7 ns, and the amplitude $V=30$ V, so $x=10$. For argon $M/m=72820$, and
\begin{equation}
\Lambda=\tfrac12\ln\frac{72820}{2\pi}=4.679,\qquad
\bar\phi(0)=-3\times4.679=-14.04\ {\rm V}.
\end{equation}
Summing (\ref{series}) gives $I_0(10)=2815.7$, whose logarithm is 7.943. Hence
\begin{equation}
\Delta=3\times7.943=23.83\ {\rm V},\qquad
\bar\phi=-14.04-23.83=-37.87\ {\rm V}.
\end{equation}
At the crest the surface is at $-37.87+30=-7.87$ V and still repels electrons. The ion current density is $0.259$ mA/cm$^2$ and the unretarded electron current density $27.9$ mA/cm$^2$. At the crest the electron current density is therefore $27.9\,e^{-7.87/3}\simeq2.0$ mA/cm$^2$, about eight times that of the ions. Numerical integration over the cycle shows that 90\% of the electrons arrive within 17\% of the period. The Gaussian estimate agrees: 90\% of a Gaussian lies within 1.645 standard deviations, here $1.645/\sqrt{10}=0.52$ rad on either side of the crest, or 17\% of $2\pi$.

The same plasma at other amplitudes gives, in volts,
\begin{center}
\begin{tabular}{rrrr}
$V$ & $\Delta$ & $\bar\phi$ & $\bar\phi+V$\\
3 & 0.71 & $-14.74$ & $-11.74$\\
10 & 5.58 & $-19.61$ & $-9.61$\\
30 & 23.83 & $-37.87$ & $-7.87$\\
100 & 91.99 & $-106.03$ & $-6.03$
\end{tabular}
\end{center}
At 3 V the leading term of (\ref{small}) gives 0.75 V, 6\% above the full result. At 30 V the first two terms of (\ref{large}) give 23.79 V, and the third adds 0.04 V. The last column shows the slow approach of the crest to the plasma potential. With a constant barrier during each electron's transit, it would reach zero at $x=1845$, an amplitude of 5.5 kV. This is a formal limit of the model, not an operating point for this wafer. The sheath widens with amplitude, and the correction for the electron transit time at 13.56 MHz then depends strongly on the shape of the field. In a uniform field across the fixed sheath width estimated below, it raises the mean by about 0.1 V at $V=100$ V, 1.4 V at 300 V and 17 V at 1 kV, where the crest is then already above the plasma potential. That model keeps the full width at the crest, whereas in an rf sheath the electron edge moves towards the surface there. For a uniform ion density with a moving electron edge and the same mean width, the rise stays below 0.2 V at 1 kV. If the oxide is the only blocking element, $1\,\mu$m of it could not hold a dc voltage of several kilovolts. Within the model, at four times the formal limit, a numerical solution of (\ref{balance}) with the electron flux capped at $\Gamma_{\rm sat}$ shows that (\ref{result}) overstates the lowering by 4.5 V.

The oxide must also hold its charge well enough for $\bar\phi$ to be nearly steady. Let $C$ be its capacitance per unit area. Assume that the source drives the substrate stiffly, so that the oxide is the only blocking element. It is much thinner than the sheath, so deposited charge then changes the surface potential mainly through the oxide voltage. If a smaller blocking capacitor lies in series, $C$ is the series value and the ripple is far larger: about 1 V for 10 nF behind an area of 0.07 m$^2$. Replace $\bar\phi$ by a slowly varying $u(t)$ with
\begin{equation}
C\frac{du}{dt}=e\Gamma_i-e\Gamma_{\rm sat}\,e^{u/T_e}e^{x\sin\omega t}.
\label{charging}
\end{equation}
For a steady ion current, the substitution $y=e^{-u/T_e}$ makes this linear:
\begin{equation}
CT_e\frac{dy}{dt}=-e\Gamma_i\,y+e\Gamma_{\rm sat}\,e^{x\sin\omega t}.
\end{equation}
In the periodic state the left side averages to zero, so $\langle y\rangle=e^{\Lambda}I_0(x)$ whatever the size of the ripple. The mean potential is $-T_e\langle\ln y\rangle$. It differs from (\ref{potential}) by about $\frac12T_e$ times the relative variance of $y$, a quantity of second order in the ripple. Between bursts the ions raise $u$ by at most $e\Gamma_i/C$ times the period. With $C=3.45\times10^{-5}$ F/m$^2$ this is 5.5 mV. Integrating (\ref{charging}) by a Runge--Kutta method until it is periodic gives a ripple of 4.1 mV peak to peak. A variance is at most a quarter of the squared range, so the mean moves by less than about $1\,\mu$V.

These parameters are rough typical values for low-pressure argon processing. The amplitude is modest, since a strongly biased wafer can see hundreds of volts. Real sheaths can depart from the model in several ways. Two are estimated first: harmonics in the sheath voltage, and electrons that are not fully Maxwellian. The sizes assumed below for these departures are chosen to show the sensitivity and do not describe a particular reactor.

Suppose a second harmonic of amplitude 3 V is added to the 30 V fundamental. By (\ref{general}), a waveform changed by at most 3 V at each instant changes $\Delta$ by at most 3 V. Solving the balance numerically for 72 relative phases gives changes from $-2.3$ to $+2.5$ V. The effect is close to the full 3 V because most electrons arrive near the crest, so the mean must offset most of the voltage that the harmonic adds or removes there.

Inelastic collisions deplete electrons above argon's first excitation energy, roughly 12 eV. To estimate the effect, keep an isotropic distribution $F(E)\propto e^{-E/T_e}$ below $E_*=11.5$ eV and continue it above with a tail temperature $T_t=2$ V; energies are in eV and temperatures in volts. Splitting the energy into a normal part, which must exceed the barrier $U$, and a transverse part gives
\begin{equation}
\Gamma_e\propto\int_U^\infty dE_\perp'\int_0^\infty dE_t\,F(E_\perp'+E_t)
=\int_U^\infty(E-U)F(E)\,dE ,
\end{equation}
where $E_\perp'$ is the normal and $E_t$ the transverse energy. For a Maxwellian the integral is $T_e^2e^{-U/T_e}$. If $U>E_*$, the dc balance with the ion flux and the body of the distribution held fixed reads
\begin{equation}
\left(\frac{T_t}{T_e}\right)^2e^{-E_*/T_e-(U-E_*)/T_t}=e^{-\Lambda},
\end{equation}
so that
\begin{equation}
U=E_*+T_t\left(\Lambda-\frac{E_*}{T_e}+2\ln\frac{T_t}{T_e}\right)=11.57\ {\rm V}.
\end{equation}
The dc potential is thus $-11.57$ V instead of $-14.04$ V. A numerical solution with rf gives a mean of $-36.72$ V instead of $-37.87$ V. The rf case moves less because its barrier near the crest lies below $E_*$, where the unchanged body of the distribution still contributes. The lowering becomes 25.15 V, an increase of 1.3 V.

The other corrections estimated here are smaller. If the rf raises the mean ion flux by 10\%, $\Lambda$ no longer cancels and $\Delta$ changes by $-T_e\ln1.1=-0.29$ V. The rf angular frequency is 5.3 times the ion plasma frequency $\sqrt{e^2n_s/(\epsilon_0M)}$, so ions follow the oscillation only in part. Their flux at the surface can still be modulated appreciably, but this matters here only if it changes the mean flux.

The electron transit time depends on the sheath width $s$. For ions of current density $j$ falling from rest through a potential drop $U(z)$, with electrons neglected, Poisson's equation is $\epsilon_0U''=j\sqrt{M/(2eU)}$. The trial form $U=Az^{4/3}$ satisfies it if $\frac49\epsilon_0A^{3/2}=j\sqrt{M/2e}$. Setting $U(s)=|\bar\phi|$ and $j=en_s\sqrt{eT_e/M}$ gives
\begin{equation}
s=\frac{\sqrt2}{3}\,\lambda_D\left(\frac{2|\bar\phi|}{T_e}\right)^{3/4},
\qquad \lambda_D=\sqrt{\frac{\epsilon_0T_e}{en_s}} .
\end{equation}
With $\lambda_D=0.166$ mm, $s=0.88$ mm. The neglected electrons and the entry speed of the ions both reduce the space charge, so the actual sheath is wider. In a static sheath with the same voltage drop, including both makes it 1.7, 2.2 and 2.7 times as wide when its gradual edge is placed at a potential drop of $0.5T_e$, $0.2T_e$ and $0.1T_e$; for entry at exactly the Bohm speed the width grows without bound as this drop goes to zero. The value 0.88 mm thus gives only the order of magnitude. An electron that just surmounts the 7.87 V crest barrier in a uniform retarding field moves at half its initial speed on average and needs 1.06 ns. During that time the sheath voltage departs from its crest by $V(1-\cos\omega\tau)=0.12$ V, where $\tau$ is the transit time. For electrons that arrive away from the crest the voltage changes more during the transit, but the part linear in $\tau$ has opposite signs before and after the crest and cancels over the cycle. The quadratic part remains, and 0.12 V is a cautious estimate of the error made by treating the barrier as constant. Following the electrons through a uniform field that changes during their transit moves the mean by less than 0.01 V at this amplitude, and by about 0.02 V if the sheath is twice as wide. With the departures assumed here, the waveform and the electron tail therefore limit the accuracy, at the level of one to three volts in a lowering of about 24 V.

Numbers in the example were calculated in double precision.
